# Avrami exponent of a plated copper film from two readings

## Problem

A copper film is electroplated and then left at room temperature. Its fine as-plated grains are slowly replaced by larger, recrystallized ones. The recrystallized fraction \(X\) is 0.10 at \(t_1=5\) h after plating and 0.90 at \(t_2=15\) h. Assume that the film follows the Avrami law

\[
X(t)=1-\exp\!\left[-\left(\frac{t}{\tau}\right)^{n}\right],
\]

with \(t\) counted from the end of plating, so that there is no incubation time. The temperature is constant.

(a) Explain where the exponential and the power \(n\) come from.

(b) Find \(n\) and the time constant \(\tau\).

(c) Predict the time at which half the film is recrystallized, and the fraction at 10 h.

(d) Each fraction is uncertain by 0.02. How uncertain is \(n\)?

(e) What does the value of \(n\) say about the way the grains form?

## Hints

1. Follow one point of the film and ask for the probability that no growing grain has reached it by time \(t\).

2. For (b), bring the exponential to one side and take logarithms until \(n\) appears as the slope of a straight line. Two points fix a slope, and \(\tau\) drops out of the difference.

3. For (c), put the fitted \(n\) and \(\tau\) back into the law. The half time is not \(\tau\).

4. For (d), differentiate the quantity plotted on the vertical axis with respect to \(X\). The two readings do not matter equally.

5. For (e), work out \(n\) for a few simple cases, and then ask whether something between them could give the same two readings.

## Solution

### (a) Origin of the law

Suppose that nuclei appear at random places, independently of one another, and that every grain grows at the same speed \(v\) in all directions until it meets another grain. A point of the film transforms when the first front arrives.

It is convenient to let nuclei appear also in places that have already transformed. Such phantom nuclei change nothing. The front that first covered the place of a phantom nucleus was there no later than the phantom's birth. It moves at the same speed, so the time it needs to reach any further point is at most the time to the phantom's place plus the time from there onwards. The phantom's front therefore never arrives first. This argument needs equal speeds.

With phantoms included, the nuclei are independent events in space and time. Let \(A(t)\) be the mean number of nuclei whose fronts could have reached the chosen point by time \(t\). Divide the region of places and birth times from which the point can be reached into many small cells, the \(i\)-th holding a nucleus with small probability \(p_i\). The probability that all cells are empty is

\[
\prod_i(1-p_i)\;\to\;\exp\Big(-\sum_i p_i\Big)=e^{-A(t)} ,
\]

because \(\ln(1-p_i)\to-p_i\) for small \(p_i\). This is the probability that the point is still untransformed, which in a large film equals the untransformed fraction. Hence

\[
X(t)=1-e^{-A(t)} .
\]

The exponential accounts for impingement: late in the process most of the area that fronts would sweep has already been taken.

The power comes from \(A(t)\). Take first a film so thin that each grain soon spans the thickness and then spreads as a disc. Let nuclei appear at a steady rate \(I\) per unit area and time. A nucleus born at time \(s\) reaches the chosen point by time \(t\) if it lies within a distance \(v(t-s)\). With \(u=t-s\),

\[
A(t)=\int_0^t I\,\pi v^2(t-s)^2\,ds=\pi I v^2\int_0^t u^2\,du=\frac{\pi}{3}Iv^2t^3 ,
\]

so \(n=3\). Two powers of time come from the growing disc and one from the growing number of nuclei.

If instead all nuclei, \(N_s\) per unit area, are present from the start, the last power is missing:

\[
A(t)=\pi N_s v^2t^2 ,\qquad n=2 .
\]

If all nuclei are present from the start but are spread through a thick body, \(N\) per unit volume, the discs become spheres:

\[
A(t)=\frac{4\pi}{3}Nv^3t^3,\qquad n=3 .
\]

Two different mechanisms thus share the exponent 3. In each case \(A=(t/\tau)^n\), which defines \(\tau\) and gives the Avrami law.

### (b) Exponent and time constant

Rearrange the law to isolate the exponential and take the logarithm:

\[
1-X=\exp\!\left[-\left(\frac{t}{\tau}\right)^n\right]
\quad\Rightarrow\quad
-\ln(1-X)=\left(\frac{t}{\tau}\right)^n .
\]

Both sides are positive, so a second logarithm may be taken:

\[
y\equiv\ln[-\ln(1-X)]=n\ln t-n\ln\tau .
\]

Here \(t\) and \(\tau\) are measured in the same unit. Plotted against \(\ln t\), the quantity \(y\) is a straight line of slope \(n\). Subtracting the equation for the first reading from that for the second removes \(\tau\):

\[
n=\frac{y_2-y_1}{\ln t_2-\ln t_1}
=\frac{\ln\!\left[\dfrac{\ln(1-X_2)}{\ln(1-X_1)}\right]}{\ln(t_2/t_1)} .
\]

The two minus signs inside the logarithms have cancelled in the ratio. The numbers are

\[
-\ln(0.90)=0.10536,\qquad -\ln(0.10)=2.30259,
\]

with ratio 21.854. Therefore

\[
n=\frac{\ln 21.854}{\ln 3}=\frac{3.0844}{1.0986}=2.81 .
\]

The exponent is about 2.8. It depends on the ratio of the two times, not on the times themselves: a film that took 50 h and 150 h would give the same \(n\) and a tenfold \(\tau\). The exponent describes the shape of the curve and \(\tau\) its pace.

To see what the shape means, keep the first reading at 5 h and ask when 90 percent would be reached for other exponents. The time ratio must be \(21.854^{1/n}\). For \(n=3\) it is 2.80, so 90 percent would come at 14.0 h; for \(n=2\) it is 4.67, and 90 percent would come at 23.4 h. A larger exponent means a more abrupt transformation.

For \(\tau\), solve the straight-line equation at the first reading, where \(y_1=\ln 0.10536=-2.2504\):

\[
\ln\tau=\ln t_1-\frac{y_1}{n}
\quad\Rightarrow\quad
\tau=5\ \text{h}\times\exp\!\left(\frac{2.2504}{2.8075}\right)=11.1\ \text{h}.
\]

More digits of \(n\) are carried here to avoid rounding errors. At \(t=\tau\) the law gives \(X=1-e^{-1}\), about 0.63, whatever the exponent.

One wrong route deserves a look. The slope of \(\ln X\) against \(\ln t\) between the two readings is

\[
\frac{\ln(0.90/0.10)}{\ln 3}=\frac{\ln 9}{\ln 3}=2.00 .
\]

This would be an estimate of \(n\) if both fractions were small, since then \(-\ln(1-X)\approx X\) and \(X\approx(t/\tau)^n\). At \(X=0.90\) that approximation fails badly: \(-\ln(1-X)\) is 2.30, not 0.90. The slope ignores impingement and comes out too low. The result is treacherous here because 2 is also the exponent of a real mechanism.

### (c) Half time and fraction at 10 h

Set \(X=1/2\). Then \((t_{50}/\tau)^n=-\ln(1/2)=\ln2\), and

\[
t_{50}=\tau(\ln 2)^{1/n}=9.8\ \text{h}.
\]

This is slightly earlier than the midpoint of the two times. At 10 h the law gives

\[
X(10\ \text{h})=1-\exp\!\left[-\left(\frac{10}{11.145}\right)^{2.8075}\right]=0.52 .
\]

These are predictions and can be wrong. The two original readings cannot disagree with the law, because two parameters were chosen to fit two numbers. A third reading is the first one able to contradict it.

### (d) Uncertainty of the exponent

Let \(w=-\ln(1-X)\), so that \(y=\ln w\). Then \(dw/dX=1/(1-X)\) and \(dy/dw=1/w\). By the chain rule,

\[
\frac{dy}{dX}=\frac{1}{(1-X)\,[-\ln(1-X)]} .
\]

Dividing by \(\ln(t_2/t_1)\) gives the change in \(n\) to first order in the reading error \(\delta X\):

\[
|\delta n|=\frac{\delta X}{(1-X)\,[-\ln(1-X)]\,\ln(t_2/t_1)} .
\]

For \(\delta X=0.02\), the first and second readings contribute

\[
\frac{0.02}{0.90\times0.10536\times1.0986}=0.19,
\qquad
\frac{0.02}{0.10\times2.30259\times1.0986}=0.08 .
\]

If the errors are independent, they add in squares:

\[
\delta n=\sqrt{0.192^2+0.079^2}=0.21 .
\]

The result is \(n=2.8\pm0.2\), and a second decimal has no experimental meaning at this accuracy. The early reading dominates because an error of 0.02 changes \(-\ln(1-X)\) by about 21 percent there, but by only about 9 percent at the late reading. The signs differ: too high an \(X_1\) lowers \(n\), while too high an \(X_2\) raises it. An offset common to both readings therefore cancels in part.

With this uncertainty, \(n=3\) lies within one standard error of the result. The value \(n=2\) lies about four of these first-order errors away. The first-order formula is not reliable over so large a step; the closest curve with \(n=2\) misses the two readings by about five reading errors, added in squares. This holds provided that the clock starts at plating and the temperature is constant. The variations below show how much rests on these conditions.

### (e) What the exponent says about the grains

Within its error, the result allows \(n=3\) itself, which already has two explanations in part (a). Taken at face value, 2.81 points to a case between the simple ones. At least two such cases reproduce the readings.

**Nucleation that dies away.** Let the film be thin, as before, but let the nucleation rate fall as \(I_0e^{-s/t_d}\), with \(t_d\) a decay time. Then

\[
A(t)=\pi I_0v^2\int_0^t e^{-s/t_d}(t-s)^2\,ds .
\]

Integrating by parts twice gives

\[
\begin{aligned}
\int_0^t e^{-s/t_d}(t-s)^2ds
&=t_dt^2-2t_d\int_0^t e^{-s/t_d}(t-s)\,ds\\
&=t_dt^2-2t_d^2t+2t_d^3\left(1-e^{-t/t_d}\right).
\end{aligned}
\]

For \(t\ll t_d\) the nucleation rate has hardly changed, and the integral tends to \(t^3/3\), as for steady nucleation. For \(t\gg t_d\) the first term dominates, and the growth of \(A\) is that of a fixed set of nuclei, \(t^2\). The readings require \(A(15\ \text{h})/A(5\ \text{h})=21.854\). The factor \(\pi I_0v^2\) cancels, and solving numerically for the remaining unknown gives \(t_d=10.2\) h. The readings fix this value only loosely: an exponent of 2.6 would give 4 h, 2.9 would give 21 h, and 3 would mean no decay at all.

This curve is not an Avrami law with a fixed exponent. Yet between 0.1 h and 25 h it differs from the law with \(n=2.81\) by less than 0.01 in \(X\). Even a few dozen readings good to 0.02 could not tell the two apart.

The thin-film form has a condition: grains must span the thickness in a time much shorter than 5 h. In a film 1000 nm thick this requires fronts much faster than 200 nm/h, and the final grains are then far wider than the film is thick: their mean diameter is about the distance a front covers in 15 h, or 15 thicknesses at 1000 nm/h. With slower fronts, growth through the depth matters and the same readings require a shorter \(t_d\): for nuclei spread evenly through the depth, about 9.5 h at 1000 nm/h and 3.3 h at 200 nm/h. As the speed falls towards about 38 nm/h, \(t_d\) tends to zero, which is the next case; for slower fronts no \(t_d\) fits the readings.

**Initial nuclei in a film of finite thickness.** Now let all nuclei be present from the start, spread with density \(N\) through a film of thickness \(h\). Grains start as spheres, are cut off where they meet a surface, and resemble discs only once they are much wider than the film is thick. A point at depth \(z\) has been reached at time \(t\) if a nucleus lies within \(r=vt\) of it and inside the film. The volume available is a ball cut off by the surfaces. A slice of the ball at height \(u\) from its centre has area \(\pi(r^2-u^2)\), so the part on one side, up to height \(a\), is

\[
g(a)=\int_0^a\pi(r^2-u^2)\,du=\pi\left(r^2a-\frac{a^3}{3}\right).
\]

Adding the two sides and averaging over depth gives

\[
\begin{aligned}
V(r,z)&=g(\min(r,z))+g(\min(r,h-z)),\\
X&=1-\frac1h\int_0^h e^{-NV(r,z)}\,dz .
\end{aligned}
\]

When \(r\ll h\), nearly every point sees a full ball, \(V=4\pi r^3/3\), and the exponent is 3. When \(r\gg h\), \(V\approx\pi r^2h\), and it is 2. In between, the two-reading formula yields an effective exponent. Evaluating the depth average numerically for a film 1000 nm thick gives \(n=2.71\) if there is one nucleus per \(h^3\), and the inferred 2.81 if there are 3.8. The latter density corresponds to a spacing \(N^{-1/3}\) of about 640 nm. To reach 90 percent at 15 h, the fronts must then move at about 38 nm/h.

The readings fix the density only loosely: an exponent of 2.6 would need 0.5 nuclei per \(h^3\), and 2.9 would need about 34. At 38 nm/h the fronts cover less than 600 nm in 15 h. A grain has to grow at least 500 nm to touch both surfaces, so only nuclei near mid-depth could have done so by then. The exponent is therefore below 3 not because the grains have become discs, but because points near a surface have fewer nuclei within reach.

So \(n\approx2.8\) is compatible with nuclei that keep appearing for hours and with nuclei that were all there at the start. The exponent alone does not decide. Counting the recrystallized grains through the whole thickness at an early and a late stage could: in the first case their number per area rises, while in the second it stays the same. Images of the surface alone could mislead, because grains that started deeper in the film reach the surface later and look new.

### The model beside a real film

Copper films plated from baths with organic additives can recrystallize at room temperature over hours to days, so the times in this exercise are of a realistic size. A thickness near 1000 nm and a total resistance drop near 20 percent are rough typical values. The fraction can be inferred from that drop, but this step carries an assumption. Let \(d=0.20\) be the total relative drop and \(x\) the part of it completed, so that \(R/R_0=1-dx\). If transformed and untransformed regions lie in series along the current, resistances add and \(X=x\). If they lie in parallel, conductances add:

\[
\frac{1}{1-dx}=(1-X)+\frac{X}{1-d}=1+\frac{dX}{1-d} .
\]

Subtracting 1 leaves \(dx/(1-dx)=dX/(1-d)\), hence

\[
X=\frac{(1-d)\,x}{1-dx} .
\]

Readings \(x=0.10\) and 0.90 then mean \(X=0.082\) and 0.878, and the exponent becomes 2.92 instead of 2.81. This shift is about half the reading uncertainty found in (d). Real films also have a crystallographic texture, and grains of different orientation may grow at different speeds; nuclei may be clustered. Both break assumptions of part (a), and their effect on \(n\) is not estimated here.

## Variation 1: an incubation time

*Suppose that nothing happens until a time \(t_0\) after plating. How does the inferred exponent change, and which \(t_0\) would give \(n=2\)?*

Time in the law now runs from \(t_0\), so each \(t\) is replaced by \(t-t_0\). The fractions are unchanged, and so is the numerator:

\[
n(t_0)=\frac{3.0844}{\ln\!\left(\dfrac{15\ \text{h}-t_0}{5\ \text{h}-t_0}\right)} .
\]

The time ratio equals \(1+10\ \text{h}/(5\ \text{h}-t_0)\), which grows with \(t_0\). The exponent therefore falls: it is 2.64 for \(t_0=0.5\) h, 2.46 for 1 h and 2.10 for 2 h.

For \(n=2\) the ratio must be \(q=\sqrt{21.854}=4.675\). Then

\[
15\ \text{h}-t_0=q(5\ \text{h}-t_0)
\quad\Rightarrow\quad
t_0=\frac{5q-15}{q-1}\ \text{h}=2.28\ \text{h}.
\]

A delay of little more than two hours thus turns the same data into the exponent of flat growth from initial nuclei. Even a delay of 1 h shifts \(n\) by 0.35, more than the reading error of 0.21.

Could a third reading tell the two cases apart? With \(n=2\), the time constant counted from \(t_0\) follows from the second reading:

\[
\tau'=\frac{15\ \text{h}-2.279\ \text{h}}{\sqrt{2.30259}}=8.38\ \text{h}.
\]

The half time is \(t_0+\tau'\sqrt{\ln2}=9.3\) h, against 9.8 h without incubation. At 10 h the fractions are 0.57 and 0.52. The difference of 0.05 is two and a half times the error of a single reading, but that comparison is too hopeful. The predictions rest on the first two readings, whose errors make the value 0.52 itself uncertain by about 0.03. Together with the error of the new reading this gives about 0.04, so the difference is little more than one standard error. One extra reading of this accuracy cannot decide; more accurate readings, or many of them spread over the transformation, would be needed.

## Variation 2: the room warms up

*After the first reading the film becomes 2 K warmer and stays so. The same fractions are read at 5 h and 15 h. What is the true exponent?*

Assume that the nucleation rate and the front speed share one activation energy \(E\), so that warming from \(T_0\) to \(T_0+\Delta T\) multiplies both by

\[
f=\exp\!\left[\frac{E}{k}\left(\frac1{T_0}-\frac1{T_0+\Delta T}\right)\right],
\]

with \(k\) the Boltzmann constant. Define a reduced time \(\theta\) that runs at the normal pace before 5 h and \(f\) times faster afterwards. In a time \(ds\) the warm film forms \(If\,ds=I\,d\theta\) nuclei per area, and its fronts advance by \(vf\,ds=v\,d\theta\). For steady nucleation in a thin film, the integral of part (a) becomes

\[
A=\int_0^{\theta}I\pi v^2(\theta-\theta')^2d\theta'=\frac{\pi}{3}Iv^2\theta^3 .
\]

The exponent is unchanged if \(\theta\) replaces \(t\). For initial nuclei the distance grown is \(v\theta\), and the same replacement holds. If the nucleation rate dies away, as in part (e), the decay must also speed up by the factor \(f\) for the replacement to be exact. Applied to the fitted law, it gives

\[
n=\frac{3.0844}{\ln(\theta_2/\theta_1)},\qquad
\theta_1=5\ \text{h},\qquad \theta_2=(5+10f)\ \text{h}.
\]

Take \(E=0.9\) eV, a rough value for this process, and \(T_0=298\) K. For \(\Delta T=2\) K, \(f=1.263\), so \(\theta_2=17.63\) h and

\[
n=\frac{3.0844}{\ln(17.63/5)}=2.45 .
\]

For 1 K, \(f=1.124\) and \(n=2.62\). Someone who used clock time would still report 2.81, which is too high, because warming shortens the late stage. Cooling after the first reading would do the opposite: \(f<1\), and the true exponent would exceed 2.81. Under these assumptions, a lasting change of 1 K shifts \(n\) by about as much as the reading errors do, so the temperature has to be held steadier than that before the exponent is used to argue for a mechanism.

Numbers in the example were calculated in double precision.
